# Does solid-phase regrowth of amorphous silicon have a starting temperature?

## Question

I have an ion-implanted silicon wafer with a 100 nm amorphous layer on top of the undamaged (100) crystal. If I anneal pieces for 30 minutes each at increasing temperatures, the cooler pieces show no measurable regrowth. Over a fairly narrow range the layer then recrystallizes completely. It seems natural to call the beginning of that range the temperature at which solid-phase regrowth starts.

Is it a real threshold, like a melting point? Would a piece held well below it for a month remain unchanged? And if regrowth did continue slowly, would the long wait let randomly oriented grains nucleate and spoil the layer?

## Answer

The temperature you have identified belongs to the experiment as much as to the material. It marks where the interface moves far enough to be seen in 30 minutes. The interface also moves at lower temperatures, but more slowly. To see why, start with what happens at the interface.

### What fixes the direction of motion

An atom joining the crystal must pass an energy barrier $E$. The crystal has a lower free energy than the amorphous phase by $\Delta g>0$ per atom, so the return journey has the higher barrier $E+\Delta g$. If $\nu$ is an effective attempt rate, the two rates are

$$
R_+=\nu e^{-E/kT},\qquad
R_-=\nu e^{-(E+\Delta g)/kT}.
$$

Here $T$ is the absolute temperature and $k$ is Boltzmann's constant, $8.617\times10^{-5}$ eV/K. The common factor $\nu$ makes $R_+/R_-=e^{\Delta g/kT}$, as detailed balance requires. It may include activation entropy and the rearrangement of several atoms, so it need not equal a vibration frequency.

If each net attachment advances the interface by an average distance $a$, the mean velocity is

$$
v=a(R_+-R_-)
=a\nu e^{-E/kT}\left(1-e^{-\Delta g/kT}\right).
$$

For $\Delta g>0$ the bracket is positive at every $T>0$, and so is the exponential in front of it. The velocity tends to zero as $T\to0$, but it does not reach zero at a finite temperature. In this model the front stops if $\Delta g=0$ and retreats if $\Delta g<0$. That is a thermodynamic condition on the two phases, not a minimum temperature for activated motion.

Over the range of an annealing experiment the bracket varies much less than $e^{-E/kT}$. I therefore absorb it into a constant prefactor $v_0$:

$$
v(T)=v_0e^{-E/kT}.
$$

The error made by this step is sized below.

### Where the apparent onset comes from

Hold the sample at constant temperature for a time $t$. Until the layer is consumed, a flat front moves by $x=vt$. Suppose that the smallest displacement you can detect is $d$. The apparent onset $T_{\rm on}$ is the temperature at which $x=d$:

$$
v_0t\,e^{-E/kT_{\rm on}}=d.
$$

Divide by $v_0t$, take the logarithm and change the sign:

$$
\frac{E}{kT_{\rm on}}=\ln\frac{v_0t}{d},
\qquad
T_{\rm on}=\frac{E}{k\ln(v_0t/d)}.
$$

This requires $v_0t>d$. The observation time and the detection limit appear beside the material parameters, so a longer hold or a finer measurement gives a lower onset.

For clean (100) silicon I take the rough values $E=2.7$ eV and $v_0=5\times10^{15}$ nm/s, with a detection limit $d=2$ nm. For 30 minutes, or 1800 s,

$$
\frac{v_0t}{d}=\frac{(5\times10^{15})(1800)}{2}
=4.5\times10^{18},
$$

whose logarithm is 42.95. Hence

$$
T_{\rm on}=\frac{2.7}{(8.617\times10^{-5})(42.95)}
\approx730\ {\rm K},
$$

or about 456 °C. With everything but the time held fixed, a 1-minute anneal gives an onset of 792 K and a 30-day anneal gives 624 K. A material threshold would not move by 168 K because someone waited longer.

The rate of this shift follows from differentiating $1/T_{\rm on}=(k/E)\ln(v_0t/d)$ with respect to $\ln t$:

$$
-\frac{1}{T_{\rm on}^2}\frac{dT_{\rm on}}{d\ln t}=\frac{k}{E},
\qquad
\frac{dT_{\rm on}}{d\ln t}=-\frac{kT_{\rm on}^2}{E}.
$$

Multiplying by $\ln10$ gives a local drop of 39 K per tenfold increase in time, near the 30-minute onset. The drop per decade shrinks at lower temperature because of the factor $T_{\rm on}^2$.

### A month below the "starting temperature"

Now fix the temperature at 673 K, or 400 °C. This is more than 50 K below the 30-minute onset. There $E/kT=46.556$, and

$$
v=(5\times10^{15})e^{-46.556}
\approx3.02\times10^{-5}\ {\rm nm/s}.
$$

In 30 minutes the front advances by

$$
(3.02\times10^{-5})(1800)\approx0.054\ {\rm nm}.
$$

This is less than an atomic spacing, so it should be read as an average over the interface. It is far below the 2 nm detection limit, and the piece would be recorded as unchanged.

Thirty days contain $2.592\times10^6$ s. At the same temperature the model gives

$$
(3.02\times10^{-5})(2.592\times10^6)\approx78\ {\rm nm}.
$$

Most of your 100 nm layer would have regrown. The first 2 nm take about 18 hours and the whole layer takes about 38 days. These figures are an extrapolation, because 400 °C lies below the range, roughly 450 °C and up, where this rate law is usually measured. If the velocity at 823 K is held fixed and $E$ is changed from 2.6 to 2.8 eV, the 30-day regrowth runs from the whole layer down to 57 nm, and the completion time from 28 to 53 days.

This suggests a useful experiment: keep the temperature fixed and change the time. A threshold above 673 K predicts no regrowth after either hold, while activated motion predicts a clear difference. A positive result would rule out a threshold above 673 K, provided the motion is sustained over tens of nanometres: the damaged, rough transition zone left by implantation can reorder by a few nanometres early in a low-temperature anneal, which the model does not describe. It would not by itself establish the same rate law at all lower temperatures.

### Why the start looks sharp

For complete regrowth in 30 minutes, replace $d$ by the layer thickness $h=100$ nm in the onset formula. The result is 803 K. Thus the outcome changes from barely detectable to complete over about 73 K, while the velocity rises by a factor $h/d=50$. On a linear velocity scale, the lower part of this rise lies close to the axis.

A straight line drawn through the steep part makes the impression stronger. Let $T_*$ be the temperature where the tangent is drawn. Since

$$
\frac{dv}{dT}=v\frac{E}{kT^2},
$$

the tangent reaches zero at

$$
T_i=T_*-\frac{v(T_*)}{v'(T_*)}
=T_*-\frac{kT_*^2}{E}.
$$

For $T_*=802.6$ K the intercept is $T_i=782.0$ K. It looks like a starting temperature, so consider the actual velocity there. Define $u=E/kT_*$. Then $T_i=T_*(1-1/u)$, and

$$
\frac{E}{kT_i}=\frac{u}{1-1/u}
=\frac{u^2}{u-1}
=u+\frac{u}{u-1}.
$$

The last equality follows from $u^2=u(u-1)+u$. Therefore

$$
\frac{v(T_i)}{v(T_*)}
=\exp\left(-\frac{u}{u-1}\right).
$$

Here the ratio is 0.358. At the supposed starting point the front still moves at over a third of its speed at $T_*$. In the 30 minutes that regrow 100 nm at $T_*$, it would regrow about 36 nm at $T_i$. For large $u$ the ratio approaches $1/e$, so a larger barrier does not turn the intercept into a true stopping point.

### The onset during heating

An onset seen while the sample is being heated has the same character, with the heating rate in place of the hold time. For a constant rate $\beta=dT/dt$, starting from a temperature $T_s$ where motion is negligible,

$$
x(T)=\frac{v_0}{\beta}
\int_{T_s}^{T}e^{-E/kT'}\,dT'.
$$

To integrate by parts, use

$$
e^{-E/kT'}
=\frac{kT'^2}{E}\frac{d}{dT'}e^{-E/kT'}.
$$

Dropping the tiny contribution at $T_s$, the first integration gives

$$
\int_{T_s}^{T}e^{-E/kT'}dT'
\approx\frac{kT^2}{E}e^{-E/kT}
-\int_{T_s}^{T}\frac{2kT'}{E}e^{-E/kT'}dT'.
$$

Applying the same identity to the last integral gives $2k^2T^3e^{-E/kT}/E^2$ to leading order. Thus

$$
x(T)\approx v(T)\,
\frac{kT^2}{E\beta}
\left(1-\frac{2kT}{E}\right).
$$

The next relative term is of order $6(kT/E)^2$, which is below one per cent here. The factor multiplying $v(T)$ is an equivalent hold time at the final temperature. Faster heating shortens it, so the apparent onset moves up.

Integrating the ramp numerically from 300 K and solving for a displacement of 2 nm gives an onset of 771 K at 0.1 K/s and 864 K at 10 K/s. The layer and the detection limit are the same in both cases.

The same result sizes the furnace warm-up in the hold at 673 K. At 1 K/s, warming up is equivalent to an extra 14 s at 673 K. That is less than one per cent of a 30-minute hold.

### Does slow regrowth lose to random nucleation?

A long wait does give nuclei more time to form. The nucleation rate also changes with temperature, however, so time alone does not decide the competition.

Let $I$ be the nucleation rate per unit volume and time. Let each grain grow as a sphere with radial speed $rv$, where $r$ is a constant. A nucleus born at time $s$ can cover a chosen point by time $t$ if it lies within $rv(t-s)$ of it. The expected number of such nuclei is

$$
X_e=\int_0^t I\,\frac{4\pi}{3}[rv(t-s)]^3\,ds
=\frac{\pi}{3}I(rv)^3t^4,
$$

because $\int_0^t(t-s)^3ds=t^4/4$. For independent random nuclei, the probability that none covers the point is $e^{-X_e}$. The transformed fraction is therefore $X=1-e^{-X_e}$, which is nearly $X_e$ when $X_e\ll1$.

Epitaxial regrowth finishes at $t=h/v$. Substitution gives

$$
X_e=\frac{\pi}{3}I r^3v^3\frac{h^4}{v^4}
=\frac{\pi}{3}\frac{I r^3h^4}{v}.
$$

If $I\propto e^{-E_n/kT}$, then $X_e\propto e^{-(E_n-E)/kT}$. For constant $r$ and $E_n>E$, cooling reduces the nucleated fraction at completion, even though completion takes longer. If $E_n<E$, the conclusion reverses.

As a rough example, take $E_n=5.3$ eV, $r=0.04$ and $I=10^{-14}$ nm$^{-3}$ s$^{-1}$ at 873 K. Scaling $I$ to 673 K gives about $8.1\times10^{-24}$ nm$^{-3}$ s$^{-1}$, so

$$
X_e=\frac{\pi}{3}
\frac{(8.1\times10^{-24})(0.04)^3(100)^4}
{3.02\times10^{-5}}
\approx1.8\times10^{-15}.
$$

At 873 K the corresponding value is $5.2\times10^{-11}$. Both are negligible as volume fractions, and the colder anneal has the smaller one. A small volume fraction does not mean no grains. The amorphous thickness left at time $s$ is $h-vs$, so the number of grains formed under an area $A$ is $\int_0^{h/v}IA(h-vs)\,ds=IAh^2/2v$. This is about 0.13 per cm$^2$ at 673 K and about 3900 per cm$^2$ at 873 K. The nucleation parameters are much less certain than the regrowth velocity, so these are orders of magnitude at best.

For given $I$ and $r$, and for grains that grow from a point, the formula overestimates bulk nucleation in your layer, here by about a factor of five. The largest radius is only $rh=4$ nm, however, so a starting radius of 1 or 2 nm would raise the fraction by a factor of 2.4 or 5 and could cancel this margin. It counts nuclei outside the layer and gives every point the full completion time, although the front reaches most points earlier. It omits nucleation at the free surface or at impurities, which could be more important.

I also simulated the coverage law with random nuclei in 500 periodic boxes of side 4, using unit nucleation rate, unit growth speed and time 0.9. Sampling 150 points per box gave a covered fraction of 0.509, with a standard error of 0.004. The formula gives 0.497. The difference is about three standard errors, an unusually large fluctuation of this one run: eight repeats with other random seeds give 0.495 to 0.499, in agreement with the formula. The derivation above does not rely on it.

### How far to trust the numbers

The chosen $E$ and $v_0$ are rough values for clean (100) silicon. Real implanted layers often break the assumption of one clean, flat (100) front. High dopant concentrations can speed regrowth; a tenfold increase would lower the 30-minute onset by 37 K. A (111) front is much slower; a 25-fold reduction would raise the onset by 59 K. Impurities such as oxygen can also slow the front. As long as such effects only multiply the velocity by a constant factor, they move the apparent onset without creating a threshold.

The bracket absorbed into $v_0$ has a smaller effect. With $\Delta g=0.10$ eV, it is 8.7% larger at 673 K than at 823 K. If $v_0$ is matched at 823 K, including this change lowers the 30-minute onset by 0.9 K. It also slightly changes the activation energy inferred from onset measurements. Two onsets $T_1,T_2$ at times $t_1,t_2$ give

$$
E_{\rm inferred}
=\frac{k\ln(t_2/t_1)}{1/T_2-1/T_1}.
$$

Using the 1-minute and 30-day onsets, recalculated with the bracket, gives 2.68 eV instead of 2.70 eV.

Tunnelling can be estimated by treating the barrier top as an inverted parabola of frequency $f$. Averaging its standard quantum transmission over thermal energies multiplies the classical rate by

$$
\kappa=\frac{y/2}{\sin(y/2)},
\qquad y=\frac{2\pi\hbar f}{kT},
$$

for $y<2\pi$. With a rough $f=15$ THz, $\kappa$ is 1.05 at 673 K and 1.29 at 300 K. Within this estimate, tunnelling adds to the rate and does not stop the front.

### What "nonzero" means at room temperature

At 300 K the same rate law gives $v\approx2.2\times10^{-30}$ nm/s. Regrowing 100 nm would take about $10^{24}$ years. With 50 atoms/nm$^3$ and an area of 1 cm$^2=10^{14}$ nm$^2$, the expected net number of atoms added in one year, or $3.16\times10^7$ s, is

$$
(2.2\times10^{-30})(3.16\times10^7)(50)(10^{14})
\approx3.5\times10^{-7}.
$$

So a positive mean velocity does not imply a steadily creeping interface. Here it means that even one net attachment per square centimetre in a year is very unlikely. This is also a long extrapolation, and another mechanism could change the number. For practical purposes the layer is stable at room temperature.

For your wafer, then, "no measurable regrowth below about 455 °C in 30 minutes, with a 2 nm detection limit" would be a sound statement of the model's result. Without the time and the detection limit, the temperature has no definite meaning as an onset.
